Spurious Dirac levels in B-spline bases and dual kinetic balance

An electron bound to a mercury nucleus (Z = 80) moves at more than half the speed of light in its 1s state, so its levels must come from the Dirac equation. Sums over intermediate states need the whole spectrum of each angular symmetry, which suggests expanding the two radial components in a finite basis and diagonalizing. With the same B-splines for both components and a point nucleus, the lowest p½ level comes out at −3532.192 hartree, the 1s energy, whereas the true lowest p½ level lies at −904.848 hartree. One basis function is enough to show the cause and the cure.

The radial equation

Hartree atomic units are used, c = 1/α = 137.036, and E excludes the rest energy. The quantum number κ is −(l+1) for j = l+½ and +l for j = l−½, so that l(l+1) = κ(κ+1); κ = −1 is s½ and κ = +1 is p½. With

D = d/dr + κ/r,  D† = −d/dr + κ/r,

the large and small components P and Q obey

V P + c D†Q = E P,
c D P + (V − 2c²) Q = E Q.

Integration by parts gives ⟨f|D†g⟩ = ⟨Df|g⟩ when fg vanishes at both ends. Expanding the products,

D†D b = −b″ − κb′/r + κb/r² + κb′/r + κ²b/r² = −b″ + κ(κ+1)b/r²,

and, with κ → −κ and D(−κ) = −D†(κ), DD† b = −b″ + κ(κ−1)b/r². For V = −Z/r set ζ = Z/c and γ = √(κ² − ζ²), with ζ < |κ|. The point-nucleus levels follow the Sommerfeld formula

E = c²{[1 + ζ²/(n − |κ| + γ)²]^(−1/2) − 1},

with n ≥ |κ| for κ < 0 but n ≥ κ+1 for κ > 0. The value n = |κ| gives E₀ = c²(γ/|κ| − 1), a level that exists for negative κ and not for positive κ.

One function, used for both components

Take B = r²e^(−βr), the shape of a 2p orbital, κ = +1, P = pB, Q = qB. From ∫rᵐe^(−2βr)dr = m!/(2β)^(m+1),

⟨B|B⟩ = 24/(2β)⁵ = (3/4)β⁻⁵,  ⟨B|1/r|B⟩ = 6/(2β)⁴ = (3/8)β⁻⁴,

so w = ⟨1/r⟩ = β/2. The derivative drops out: ⟨B|B′⟩ = ½[B²] between the ends = 0. Projecting both equations on B gives the matrix [[−Zw, cκw], [cκw, −Zw − 2c²]], whose upper eigenvalue is

E + c² = −Zw + c√(c² + κ²w²).

It depends on κ², so the sign of κ is lost. Setting the w-derivative to zero gives ζ²(c² + κ²w²) = κ⁴w², hence w = ζc/(|κ|γ) and √(c² + κ²w²) = c|κ|/γ. Then

E + c² = −c²ζ²/(|κ|γ) + c²|κ|/γ = c²γ/|κ|.

A p½ trial function has reached the 1s energy. For large c, E → ½κ²w² − Zw, so the kinetic energy charged is ½w² = β²/8. The true value follows from DB = (3r − βr²)e^(−βr):

⟨DB|DB⟩ = 9·2/(2β)³ − 6β·6/(2β)⁴ + β²·24/(2β)⁵ = (9/4 − 9/4 + 3/4)β⁻³.

Dividing by ⟨B|B⟩ and halving gives β²/2, four times larger. The second radial equation demands Q ≈ DP/2c, but the basis for Q holds just the part of DB along B, and the rest of the kinetic energy is never charged.

The same function with its balanced partner

Let B carry its small component: (P, Q) = (B, DB/2c). For large c the expectation value of H is ⟨V⟩ plus

[−2c²·⟨DB|DB⟩/4c² + 2c·⟨DB|DB⟩/2c]/⟨B|B⟩ = ½⟨DB|DB⟩/⟨B|B⟩ = β²/2.

So E = β²/2 − Zβ/2, with minimum −Z²/8 at β = Z/2, the Schrödinger 2p level. The first relativistic correction comes from V acting on Q and from the norm of Q:

ΔE = [⟨DB|V|DB⟩ − E⟨DB|DB⟩]/(4c²⟨B|B⟩).

Here ⟨DB|1/r|DB⟩ = 9/(2β)² − 6β·2/(2β)³ + β²·6/(2β)⁴ = (9/8)β⁻², which is (3/2)β³ after division by ⟨B|B⟩. For Z = 1, β = ½, E = −1/8:

c²ΔE = ¼[−3/16 + (1/8)(1/4)] = −5/128.

Equal bases of any size, point nucleus

B-splines of order k are piecewise polynomials of degree k−1 on knots from 0 to R, each nonzero on at most k intervals; with k-fold end knots the j-th spline (j = 0, 1, ...) starts as rʲ. Drop the first and last spline so that all N remaining ones vanish at the ends, and form S = ⟨B|B⟩, W = ⟨B|1/r|B⟩, d = ⟨B|B′⟩. Integration by parts gives dᵀ = −d. Orthonormalize by the Cholesky factor of S, so S → 1, W stays positive definite and d antisymmetric. Let e = (E + c²)/c, so −E = c(c − e) and −2c² − E = −c(c + e). The second equation divided by c, and the first divided by −c, read

d p + κW p − ζW q − (c + e) q = 0,
d q + ζW p − κW q + (e − c) p = 0,

that is (d + MW + N)(p, q) = 0 with the 2×2 matrices

M = [[κ, −ζ], [ζ, −κ]],  N = [[0, −(c+e)], [e−c, 0]].

Exchanging the two block rows and negating one each contribute (−1)ᴺ, so det(H − E) = c²ᴺ det(d + MW + N). Since tr M = 0 and M² = γ², a constant matrix T brings M to diag(γ, −γ), leaves d·1 unchanged, and turns the traceless N into [[−a, b], [f, a]]. Two invariants fix what is needed. The trace of MN is −ζ(e−c) − ζ(c+e) = −2ζe before and −2γa after; the determinant of N is e² − c² before and −a² − bf after. Therefore

a = ζe/γ,  bf = c² − e² − ζ²e²/γ² = c² − e²κ²/γ².

With A = d + γW − a, the lower diagonal block d − γW + a equals −Aᵀ, and the system for the new coefficients (u, w) is

A u + b w = 0,  f u − Aᵀw = 0.

For blocks [[A, B], [C, G]] with CG = GC, multiplying on the right by [[G, 0], [−C, 1]] gives [[AG − BC, B], [0, G]], so the determinant is det(AG − BC) (det G cancels, and singular G follows by continuity). Here C = f·1 commutes with everything:

det(H − E) = (−c²)ᴺ det(AAᵀ + c² − e²κ²/γ²).

κ enters through κ² alone. The equal-basis spectra of κ and −κ are identical for any real basis that vanishes at the ends, any N and any c with ζ < |κ|. Each eigenvalue satisfies, for some singular value σ of A(e),

σ² = e²κ²/γ² − c².

Two bounds follow. Since σ² ≥ 0, |e| ≥ cγ/|κ|. For e < 0, a is negative, and for a unit vector x, xᵀAx = γxᵀWx + |a| ≥ |a| because xᵀdx = 0; hence σ² ≥ a², which gives e²(κ² − ζ²)/γ² ≥ c², or E ≤ −2c². No eigenvalue lies between −2c² and E₀.

One eigenvalue lies just above E₀. At e₀ = cγ/|κ|, a = Z/|κ|, and the operator −d/dr + γ/r − a behind Aᵀ annihilates r^γe^(−ar). A basis that fits this function makes the smallest σ small. Linearizing the right side about e₀ gives σ² = 2e₀κ²δe/γ², so E − E₀ = cδe ≈ σ²γ/(2|κ|) to leading order in σ².

For κ < 0 the eigenvector of M for −γ is s = (κ−γ, ζ), and at e₀ one finds N s = c(−ζ(|κ|+γ)/|κ|, (κ² − γ²)/|κ|) = (Z/|κ|) s, so b = 0 and the solution is u ≈ 0, Aᵀw ≈ 0: the true state, with both components ∝ r^γe^(−ar). For κ > 0 the eigenvector of M for +γ is t = (κ+γ, ζ), as multiplication confirms, and at e₀

N t = c(−ζ(κ+γ)/κ, (γ² − κ²)/κ) = −(Z/κ) t,

so f = 0 and the solution is w ≈ 0, Au ≈ 0, with p = (κ+γ)u, q = ζu. The differential equation behind A has the solution r^(−γ)e^(ar), which grows without bound. The matrix A is square, however, so it shares its singular values with Aᵀ and has a near-null vector anyway.

The numbers for Z = 80 use k = 7, 8 equal intervals up to 1.322808×10⁻⁴ bohr and 80 geometric intervals (ratio 1.12378) to 1.5 bohr: 88 + 6 = 94 splines, N = 92. With c² = 18778.865 and γ = 0.811906, E₀ = 18778.865 × (−0.188094) = −3532.19. The formula gives −3532.192093 and both κ = ±1 give −3532.192053, above it as the bound requires, by 4×10⁻⁵ hartree. For κ = ±2 both give −817.807495, the 2p₃/₂ value, while the true lowest κ = +2 level is −366.142710. Whole spectra agree to 2×10⁻¹⁴ relative to |E + c²|. At the second κ = +1 level, near −904.8478, e = 17874.017/137.036 = 130.433 and (130.433/0.811906)² − 18778.87 = 7029.7 bohr⁻²; a singular value decomposition of A contains σ² = 7029.680.

What the false vector looks like

In the one-function model d vanished. A large basis contains a vector for which it vanishes again. On uniform knots of spacing h, away from the ends, all splines are translates with Fourier transform B̂(x) ∝ [sin(xh/2)/(xh/2)]ᵏ. Acting on coefficients e^(iθj), the matrices S and d multiply by sums over the aliases x_m = (θ + 2πm)/h of |B̂(x_m)|² and ix_m|B̂(x_m)|². The factor sin²ᵏ(θ/2) is common to all aliases and cancels:

d(θ)/S(θ) = i Σ x_m^(1−2k) / Σ x_m^(−2k).

At small θ the m = 0 term dominates and the ratio is iθ/h, the true derivative. At θ = π the aliases come in pairs ±x and the numerator vanishes. For θ = π + δh each x_m shifts by δ, the numerator becomes (1−2k)δ Σx_m^(−2k), and the ratio is −v·iδ with

v = 2k − 1.

On coefficients (−1)ʲy(r_j) with slowly varying y, S⁻¹d acts as −v d/dr. Hat functions (k = 2) show it by hand: d has ±½ beside the diagonal and S has 2h/3 and h/6; on (−1)ʲjh at j = 0 the row of d gives −h/2 − h/2 = −h, the alternating row sum of S is 2h/3 − h/3 = h/3, and the ratio is −3. The same row sums for k = 3, 4, 5, 7 give −5, −7, −9, −13. Where h ≪ r, W ≈ S/r, and Au = 0 becomes

−v y′ + γy/r − a y = 0,  y = r^(γ/v) e^(−ar/v),

which is normalizable because the derivative has changed sign. For hydrogen (γ ≈ a ≈ 1) with k = 3, h = 0.25 and a 60 bohr box, κ = +1 gives −0.5000064 and −0.1250021 hartree: the false level, then 2p½. Between r = 9.875 and 19.875 bohr the prediction is ln(y₂/y₁) = (0.6995 − 10)/5 = −1.8601; the eigenvector, with signs removed and smoothed by weights ¼, ½, ¼, gives −1.8547, which is 0.3% off, with corrections in h neglected. The projected kinetic energy ½pᵀDᵀS⁻¹Dp/pᵀSp, with the matrix D = d + κW, is 0.5000 hartree, as E = −½ and ⟨V⟩ = Z dE/dZ = −1 require. The true ½⟨DP|DP⟩/⟨P|P⟩ is 87.66 hartree, of the size π²/2h² ≈ 79 expected from the leading aliases.

Dual kinetic balance

The basis has two sets built from spline functions b:

L = (b, Db/2c),  S = (−D†b/2c, b).

The L form is the second radial equation at |E|, |V| ≪ c². The S form is the first at E ≈ −2c², where P = cD†Q/(−2c²). The matrices are

H_ij = ⟨P_i|V|P_j⟩ + ⟨Q_i|V − 2c²|Q_j⟩ + c⟨Q_i|DP_j⟩ + c⟨DP_i|Q_j⟩,
O_ij = ⟨P_i|P_j⟩ + ⟨Q_i|Q_j⟩,

the symmetric form holding when PQ vanishes at both ends. For S functions DP = [b″ − κ(κ−1)b/r²]/2c, so k ≥ 3 is needed. The blocks are

O_LS = [−⟨b_i|D†b_j⟩ + ⟨Db_i|b_j⟩]/2c = 0,
O_LL = ⟨b_i|b_j⟩ + ⟨Db_i|Db_j⟩/4c²,
H_LL = (−½ + ½ + ½)⟨Db_i|Db_j⟩ + ⟨b_i|V|b_j⟩ + ⟨Db_i|V|Db_j⟩/4c²,
H_LS = −c⟨Db_i|b_j⟩ + c⟨Db_i|b_j⟩ − ⟨Db_i|DD†b_j⟩/4c + [⟨Db_i|V|b_j⟩ − ⟨b_i|V|D†b_j⟩]/2c.

The order-c terms of H_LS cancel, leaving order 1/c. In the SS block the two coupling terms give −⟨D†b_i|D†b_j⟩, the rest-mass term gives −2c²⟨b_i|b_j⟩, and 2c²O_SS = 2c²⟨b_i|b_j⟩ + ½⟨D†b_i|D†b_j⟩, so

(H + 2c²O)_SS = −½⟨D†b_i|D†b_j⟩ + ⟨P_i|V|P_j⟩ + ⟨b_i|V|b_j⟩.

For V < 0 this is negative definite, so by the Courant–Fischer principle at least N_S eigenvalues lie below −2c². In all attractive cases below the count was N_S, so the remaining N_L eigenvalues can be compared in order with the true levels.

Eliminating the S coefficients at E of order one adds −H_LS(H_SS − E O_SS)⁻¹H_SL, of order c⁻²/c² at fixed basis. What remains for c → ∞ is

½∫[b_i′b_j′ + l(l+1) b_ib_j/r²]dr + ⟨b_i|V|b_j⟩ − E⟨b_i|b_j⟩,

the Rayleigh–Ritz problem of the Schrödinger equation for the correct l. Its m-th eigenvalue is an upper bound to the m-th true level, so no extra level can appear in this limit, and the c⁻² correction is the one found by hand. For hydrogen with k = 5, h = 0.5 and a 40 bohr box the Ritz p levels are −0.12500000 and −0.05555475 (the latter above −1/18). The lowest κ = +1 level of the balanced basis lies below the Ritz value by 3.9064×10⁻⁶ hartree at c = 100 and 9.7657×10⁻⁷ at c = 200: ratio 4.000, and 200² × 9.7657×10⁻⁷ = 0.03906 = 5/128.

The S set makes the basis respect charge conjugation. Under P ↔ Q, κ → −κ, V → −V, E → −2c² − E the first equation becomes −VQ − cDP = (−2c² − E)Q, which is the second. The swap sends L(κ) = (b, Db/2c) to (Db/2c, b), which is S(−κ) because −D†(−κ) = D(κ). The two spectra for Z = 80 match to 6×10⁻¹⁴ relative to |E + c²|. Equal bases have this symmetry too, so it does not by itself exclude false levels.

Finite c and the origin

The limit argument needs c to exceed the largest momentum in the basis, which fails for knots on a nuclear scale. With τ = ⟨Db|Db⟩/⟨b|b⟩, the free Rayleigh quotient of an L function is ½τ/(1 + τ/4c²), which stays below 2c² = 37557.7 hartree however fast b oscillates, while |V| exceeds 2c² inside r = Z/2c² = 2.13×10⁻³ bohr for Z = 80. No bound is derived here for finite c; absence of false levels has to be established level by level, and it depends on the treatment of the origin.

Both components are required to vanish at each end, which also keeps ⟨1/r⟩ finite. At R this removes the last two splines, since Db contains b′. At the origin b = r gives Db = 1 + κ and D†b = κ − 1, so a linear term is admissible in L for κ = −1 and in S for κ = +1; all other sets start at r². It is also needed there. For a finite nucleus and κ = −1 the regular solution has P ∝ r and Q ∝ r²; an S function b = r² gives P = 3r/2c, but the elimination above makes the S coefficients of order c⁻³ at large c, so the L set must supply the linear term. With b_L = r + ηr² + ... and b_S = O(r²),

Q = b_S + (b_L′ − b_L/r)/2c = ηr/2c + O(r²),

so the regular solution has η = 0. The rule is to replace splines 1 and 2 by the single function B₁ − [B₁″(0)/B₂″(0)]B₂, with b″(0) = 0, in L for κ = −1 and, by charge conjugation, in S for κ = +1. Then N_L = N_S (90 each here).

Keeping the two splines separately can fail. For a point nucleus with Z = 50 (knots scaled by 80/Z), κ = −1 yields −10510.413, −1294.626, −326.495 hartree against the true −1294.626, −326.495, −143.830: a false level deep in the gap, now at negative κ, whose first 40 L coefficients alternate at all 39 steps. For κ = +1 the three levels are correct. The cause of this false level was not established. A surplus power alone is not the criterion: for κ = +2, b = r² gives Q ∝ r, lower than the regular r², yet no false level appeared among the levels examined.

With the merged function, the lowest three eigenvalues above −2c² for κ = ±1, ±2 match the Sommerfeld levels in order for Z = 1, 20, 50, 80. The largest errors relative to the formula are 1.9×10⁻⁹, 2.9×10⁻⁹, 1.9×10⁻⁸ and 2.8×10⁻⁷, the last three at κ = −1; whether the growth with Z comes from r^γ, which polynomials cannot fit in the first interval, was not tested.

The algorithm

1. Place knots, including one at the nuclear radius, and evaluate B, B′, B″ at k+6 Gauss–Legendre points per interval.
2. Form the L and S sets by the end rules and tabulate P, Q, DP.
3. Assemble H and O and scale rows and columns by O_ii^(−1/2).
4. Solve Hx = EOx, count eigenvalues below −2c² and compare with N_S.
5. Recompute each bound energy as xᵀHx/xᵀOx, whose error is quadratic in that of x.

Hydrogen-like mercury

The model is one electron, infinite nuclear mass and a uniformly charged sphere of radius R_n = 7.0 fm = 1.322808×10⁻⁴ bohr, a rough size for this nucleus; QED, recoil and nuclear polarization are left out. Inside, V = −Z(3 − x²)/2R_n with x = r/R_n. The knots are those given above. The reference is shooting: the radial equations are integrated in ln r by an eighth-order Runge–Kutta method (relative tolerance 10⁻¹¹), outward from the leading powers and inward from the decaying exponential, and E is adjusted until the Wronskian vanishes. The order of levels is known beforehand, since

V_sphere − V_point = (Z/R_n)(1 − x)²(x + 2)/2x ≥ 0,

and the Hellmann–Feynman theorem along the path between the potentials moves each level up; each root is sought in an interval from slightly below its Sommerfeld value, since some shifts are tiny, to one fifth of the way to the next level. In hartree:

state   point     sphere
1s½   −3532.192093  −3530.205744
2s½   −904.847783  −904.508523
3s½   −392.083687  −391.981866
2p½   −904.847783  −904.820510
3p½   −392.083687  −392.074054

The levels 2p₃/₂ (−817.807495), 3p₃/₂ and 3d₃/₂ (−366.142710) and 4d₃/₂ (−205.577127) are unshifted at six decimals. The balanced basis gives these nine levels in order, as its lowest eigenvalues above −2c², within 3×10⁻¹² relative to shooting; that is below the shooting tolerance, so it shows agreement and does not measure the basis error. The six decimals serve this comparison. With a two-figure radius the model supports 1s = −96.06 keV and 2p½ = −24.62 keV, with size shifts 3532.192 − 3530.206 = 1.986, about 2 hartree, for 1s and 904.8478 − 904.8205 = 0.027 hartree for 2p½; R_n between 6.95 and 7.05 fm gives 1.96 to 2.01 and 0.0270 to 0.0276 hartree. These are energies of the model, not of the real ion: the omitted QED terms have the scale (α/π)(Zα)⁴mc² ≈ 0.14 keV for 1s, larger than the size shift of 0.054 keV.

Equal bases reproduce the nine levels to the same six decimals. Below an energy midway between the last listed level and the next point-nucleus level they have nothing more for κ = −1, −2, but one extra level for κ = +1 at −1574.041 hartree (−42.83 keV) and one for κ = +2 at −683.704 hartree (−18.60 keV), both with 91 sign changes among 92 coefficients. These two values belong to the knots used: halving or doubling the inner intervals, taking 120 outer intervals or enlarging the box to 4 bohr with 90 outer intervals moves them by up to 15 and 3 hartree, while the balanced 1s stays at −3530.205744. The determinant identity used V ∝ W and no longer holds; the false level persists but has left the 1s energy by 3532 − 1574 ≈ 1960 hartree, a thousand times the true 1s shift.

The direction is fixed: the matrix of V_sphere − V_point is positive semidefinite, so each ordered eigenvalue rises. The size can be estimated from the envelope, as a heuristic, since v was derived for uniform knots. For a density r^s e^(−λr) the share of ⟨1/r⟩ from r < R_n is ∫₀^(λR_n) t^(s−1)e^(−t)dt/Γ(s) ≈ (λR_n)^s/Γ(s+1). The 1s state has s = 2γ = 1.62 and λR_n = 160 × 1.3228×10⁻⁴ = 0.021, a share of order 10⁻³. The alternating mode has s = 2γ/13 = 0.125 and λR_n = 0.021/13 = 0.0016, a share near one half. A larger v should raise the level further, and it does: −1798.5, −1574.0 and −1392.7 hartree for k = 6, 7, 8, while the balanced 1s and 2p½ stay at −3530.205744 and −904.820510. With an extended nucleus the false level cannot be recognized by degeneracy with 1s; in this example its marks are the alternating coefficients and the drift with spline order and knot placement.
